# C60 as Dirac fermions on a sphere with a fictitious monopole

**Setting.** One $\pi$ orbital per carbon atom, with hopping amplitude $-t$ between neighbours at distance $a$, describes an icosahedral fullerene. Electron repulsion, bond alternation and $\sigma$–$\pi$ mixing are left out. We set $\hbar=1$ and measure energy from the orbital energy.

Take honeycomb lattice vectors $\mathbf a_1=\sqrt3a(1,0)$ and $\mathbf a_2=\sqrt3a(\tfrac12,\tfrac{\sqrt3}2)$, with hexagon centres at the lattice points. The A and B sites of the first cell are $\mathbf r_A=(\mathbf a_1+\mathbf a_2)/3$ and $\mathbf r_B=2\mathbf r_A$. The valleys are $\pm\mathbf K$, with $\mathbf K\cdot\mathbf a_1=2\pi/3=-\mathbf K\cdot\mathbf a_2$. Write $\omega=e^{2\pi i/3}$.

Removing a $60^\circ$ wedge about a hexagon centre and joining the edges makes a pentagon. Twelve pentagons close the cage. Neighbouring pentagon centres are separated by $h\mathbf a_1+k\mathbf a_2$, and $N=20(h^2+hk+k^2)$.

## (a) Find the low-energy Hamiltonian of the flat sheet.

**Answer.** The vectors from an A site to its B neighbours are

$$\mathbf d_1=a(\tfrac{\sqrt3}2,\tfrac12),\quad \mathbf d_2=a(-\tfrac{\sqrt3}2,\tfrac12),\quad \mathbf d_3=a(0,-1),$$

with $e^{i\mathbf K\cdot\mathbf d_n}=1,\bar\omega,\omega$. Put $\psi=e^{i\mathbf K\cdot\mathbf r}F$ with slowly varying $F$. To first order in gradients,

$$EF_A=-t\sum_n e^{i\mathbf K\cdot\mathbf d_n}(1+\mathbf d_n\cdot\nabla)F_B .$$

The constant term vanishes because $1+\omega+\bar\omega=0$. In the gradient term, the $x$ coefficient is $\tfrac{\sqrt3}2a(1-\bar\omega)=\tfrac{3a}2e^{i\pi/6}$. The $y$ coefficient is $a[\tfrac12(1+\bar\omega)-\omega]=-\tfrac{3a}2\omega=-i\,\tfrac{3a}2e^{i\pi/6}$. With $\nabla=i\mathbf p$ and $v=3ta/2$,

$$EF_A=ve^{-i\pi/3}(p_x-ip_y)F_B .$$

The B equation is the adjoint. Complex conjugation of the coefficients gives the other valley: $EF'_A=ve^{-2\pi i/3}(p_x+ip_y)F'_B$. Absorb the phases by $F_B=e^{i\pi/3}f_B$ and $F'_A=\bar\omega f'_A$. In the order $\Psi=(f_A,f_B;f'_B,f'_A)$ both valleys then have the same form,

$$H=v(\sigma_xp_x+\sigma_yp_y).$$

Here $\sigma$ acts within each pair and $\tau$ will act between the pairs.

## (b) A $60^\circ$ rotation $\mathcal R$ about a hexagon centre acts on the four zero-energy Bloch states as $U=WS$, with $S=e^{-i\pi\sigma_z/6}$. Find $W$. When do all twelve pentagons have the same $W$?

**Answer.** Let $\phi_{KA}$ equal $e^{i\mathbf K\cdot\mathbf r}$ on A and zero on B, and similarly for the others. The rotation is $(U\psi)(\mathbf r)=\psi(\mathcal R^{-1}\mathbf r)$, with $\mathcal R^{-1}\mathbf a_1=\mathbf a_1-\mathbf a_2$ and $\mathcal R^{-1}\mathbf a_2=\mathbf a_1$. It exchanges A with B and $\mathbf K$ with $-\mathbf K$, so one site fixes each phase. All four states equal 1 on their site of the first cell, and

$$\mathbf K\cdot\mathcal R^{-1}\mathbf r_A=\tfrac13\mathbf K\cdot(2\mathbf a_1-\mathbf a_2)=\tfrac{2\pi}3,\qquad \mathbf K\cdot\mathcal R^{-1}\mathbf r_B=\tfrac{4\pi}3 .$$

Hence

$$U\phi_{KA}=\bar\omega\phi_{K'B},\quad U\phi_{KB}=\omega\phi_{K'A},\quad U\phi_{K'B}=\bar\omega\phi_{KA},\quad U\phi_{K'A}=\omega\phi_{KB},$$

where the third and fourth relations are the complex conjugates of the second and first.

The basis vectors of $\Psi$ are $e_1=\phi_{KA}$, $e_2=e^{i\pi/3}\phi_{KB}$, $e_3=\phi_{K'B}$ and $e_4=\bar\omega\phi_{K'A}$. Therefore $U$ exchanges $e_1,e_3$ with factor $e^{-2\pi i/3}$, and $e_2,e_4$ with factor $e^{-i\pi/3}$. Multiplication by $S^{-1}$, which is $e^{i\pi/6}$ on upper and $e^{-i\pi/6}$ on lower components, makes both factors $-i$:

$$W=-i\tau_x,\qquad W^2=-1 .$$

Translation by $h\mathbf a_1+k\mathbf a_2$ acts as $T=e^{-2\pi i(h-k)\tau_z/3}$. The displaced apex has $TWT^{-1}=WT^{-2}$, equal to $W$ if and only if $h-k$ is divisible by 3. A $60^\circ$ turn sends $(h,k)$ to $(-k,h+k)$, which changes $h-k$ to its negative modulo 3. The condition therefore holds along every path between apexes. If it fails, neighbouring holonomies involve valley matrices turned by $120^\circ$ about $\tau_z$, which do not commute, and no Abelian monopole describes the cage. We assume it from here on. C60, with $(h,k)=(1,1)$, satisfies it.

## (c) Replace the pentagon fluxes by a uniform field on a sphere. What is the monopole charge?

**Answer.** Joining the wedge edges identifies a point at angle $\theta$ with its image at $\theta+5\pi/3$ on the continued sheet. This requires

$$\Psi(\theta+\tfrac{5\pi}3)=U^{-1}\Psi(\theta)=S^{-1}W^{-1}\Psi(\theta).$$

The factor $S^{-1}$ is the spin rotation of a cone with deficit $\pi/3$. Twelve deficits add to $4\pi$, the total curvature of a sphere.

The factor $W^{-1}=i\tau_x$ is an additional phase. A flux $\Phi$ that has been gauged away leaves the phase $e^{-i\Phi}$ on a circuit. Thus $\Phi=+\pi/2$ for $\tau_x=-1$ and $\Phi=-\pi/2$ for $\tau_x=+1$, modulo $2\pi$. Taking these smallest values, a choice examined in (e), and using total flux $4\pi g$,

$$4\pi g=12\left(\pm\frac{\pi}{2}\right),\qquad g=\pm\frac32 .$$

The field is fictitious: the two signs occur together, so time reversal is preserved.

## (d) Find the Dirac spectrum on this sphere, including its zero modes.

**Answer.** Use the frame along increasing polar angle $\theta$ and azimuth $\varphi$. It turns by $\cos\theta\,d\varphi$, so the spinor derivative is $\partial_\varphi-\tfrac i2\sigma_z\cos\theta$. With $A_\varphi=-g\cos\theta$ and $\Psi\propto e^{im\varphi}$,

$$H_m=\frac vR\left[-i\sigma_xX+\sigma_yM\right],\quad X=\partial_\theta+\tfrac12\cot\theta,\quad M=\frac{m+g\cos\theta}{\sin\theta}.$$

In this frame $m$ is half-integer at $g=0$. The gauge regular at the north pole shifts it by $g$, so $m$ is an integer here.

Let $E=\varepsilon v/R$ and let $u,l$ be the upper and lower components. Then $\varepsilon u=-i(X+M)l$ and $\varepsilon l=-i(X-M)u$. Eliminating $l$ gives

$$-(X+M)(X-M)u=(-X^2+M'+M^2)u=\varepsilon^2u .$$

Now $M'=-(g+m\cos\theta)/\sin^2\theta$, and $X^2u=u''+\cot\theta\,u'-\tfrac14(1+1/\sin^2\theta)u$. Writing $\lambda=g-\tfrac12$ and $g^2\cos^2\theta=g^2-g^2\sin^2\theta$, we obtain

$$-u''-\cot\theta\,u'+\frac{m^2+\lambda^2+2m\lambda\cos\theta}{\sin^2\theta}u=\Lambda u,\quad \Lambda=\varepsilon^2+g^2-\tfrac14 .$$

With $x=\cos\theta$, $p=|m+\lambda|$ and $q=|m-\lambda|$, the potential is $p^2/[2(1-x)]+q^2/[2(1+x)]$. The regular solution has the form $u=(1-x)^{p/2}(1+x)^{q/2}P(x)$. The envelope's logarithmic derivative times $1-x^2$ is $\ell=\tfrac12[(q-p)-(p+q)x]$, and

$$\frac{p^2}{2(1-x)}+\frac{q^2}{2(1+x)}-\frac{\ell^2}{1-x^2}=\frac{(p+q)^2}{4}.$$

With $s=(p+q)/2=\max(|m|,|\lambda|)$, and $-\ell'=s$, this leaves

$$(1-x^2)P''+[q-p-(2s+2)x]P'+[\Lambda-s(s+1)]P=0 .$$

This is the Jacobi equation, whose polynomial solutions form a complete set with the envelope's weight. For degree $n$, the $x^n$ coefficient gives $\Lambda=(n+s)(n+s+1)$. Setting $j=n+s$,

$$E=\pm\frac vR\sqrt{(j+\tfrac12)^2-g^2}.$$

For $g=3/2$, $\lambda=1$, so $j=1,2,\ldots$ and $m=-j,\ldots,j$. The values of $|E|R/v$ are $0,2,\sqrt{10},\ldots$. Nonzero levels have degeneracy $2j+1$ for each sign of energy.

For the zero modes, $(X-M)u=0$ gives

$$\frac{u'}u=\frac{m+\cos\theta}{\sin\theta},\qquad u_m=\sin\theta\,\tan^m(\theta/2).$$

At the two poles $u_m$ varies with exponents $1+m$ and $1-m$. Normalizability leaves $m=-1,0,1$, with functions $1+\cos\theta$, $\sin\theta$ and $1-\cos\theta$. A lower zero mode would be $\sin^{-2}\theta\tan^{-m}(\theta/2)$, with exponents $-2-m$ and $-2+m$, whose sum is $-4$; at least one pole prevents normalization.

Changing $(m,g)$ to $(-m,-g)$ reverses $M$ and exchanges the components. Thus $g=-3/2$ supplies another triplet, now in the lower component. There are **two zero-mode triplets**, six orbital states before electron spin.

## (e) The flux and curvature really sit at the pentagons. Do the zero modes survive, and how do their energies scale in a finite cage?

**Answer.** Take $\Phi=+\pi/2$ and let $w=re^{i\theta}$ be the flat coordinate about an apex. An upper component proportional to $e^{i\nu\theta}$ must satisfy $e^{5\pi i\nu/3}=e^{i\pi/6-i\pi/2}$, so $\nu=-\tfrac15+\tfrac65n$. Its zero-energy equation $(p_x+ip_y)u=0$ makes it holomorphic, $u\sim w^\nu$. The least singular option in the critical channel is $r^{-1/5}$, which is square integrable. The alternative has a lower component $r^{-4/5}$, also square integrable.

The lattice cuts both off at $r\sim a$. If the two components are comparable there, with amplitudes $C_1a^{-1/5}\sim C_2a^{-4/5}$, then $C_2/C_1\sim a^{3/5}$, which vanishes in the continuum limit. This generic argument selects $r^{-1/5}$.

Map the closed polyhedron to the complex $z$ plane, with all apexes $z_i$ finite:

$$dw=C\prod_{i=1}^{12}(z-z_i)^{-1/6}dz .$$

Near an apex $w-w_i\propto(z-z_i)^{5/6}$, so

$$u=f(z)\prod_{i=1}^{12}(z-z_i)^{-1/6},$$

where $f$ has no poles. At infinity $u\sim f/z^2$ must stay finite. Hence $f$ is a combination of $1,z,z^2$: again three modes. The opposite flux gives three lower modes.

The rejected choice at every apex would give lower modes with factors $(\bar z-\bar z_i)^{-2/3}$. They decay as $\bar z^{-8}$ and allow nine polynomials. This is the branch $\Phi=-3\pi/2$, $g=-9/2$. The holonomy alone does not exclude it; the short-distance condition does.

For finite $a$, let $u_0$ be a normalized zero mode. Multiply $Eu=v(p_x-ip_y)l$ by $u_0^*$ and integrate outside small discs at the apexes. Integration by parts leaves a boundary term of size $va|u_0(a)|^2$ if $u$ and $l$ are comparable there. Since $|u_0(a)|^2\sim R^{-2}(a/R)^{-2/5}$,

$$E\sim\frac vR\left(\frac aR\right)^{3/5}\propto N^{-4/5}.$$

Ordinary levels scale as $v/R\propto N^{-1/2}$. The triplets therefore approach zero even relative to the level spacing. This is a scaling estimate; it does not give the coefficient.

## (f) Evaluate C60 for $t=0.1$ hartree and $a=2.7$ bohr, and compare the sphere with the lattice model. Full diagonalization (C60, C240, C960) and sparse inverse iteration (C1500, C6000) give these energies in units of $v/R$:

| Cage | Level below | Triplet 1 | Triplet 2 | Level above |
|---|---:|---:|---:|---:|
| C60 | −1.026 | 0.230 | 0.634 | 2.163 |
| C240 | −1.450 | 0.198 | 0.400 | 1.937 |
| C960 | −1.694 | 0.147 | 0.246 | 1.974 |
| C1500 | −1.740 | 0.133 | 0.211 | 1.977 |
| C6000 | −1.830 | 0.094 | 0.133 | 1.977 |

**Answer.** A honeycomb has area $3\sqrt3a^2/4$ per atom. Equating $N$ such areas to $4\pi R^2$ gives, for C60,

$$R=2.7\sqrt{\frac{60\times3\sqrt3}{16\pi}}=6.724\ \text{bohr},\qquad \frac vR=\frac{1.5\times0.1\times2.7}{6.724}=0.0602\ \text{hartree}.$$

The sphere puts six states at zero and the next shells at $\pm2v/R=\pm0.120$ hartree ($\pm3.28$ eV). The lattice triplets lie at $0.0139$ and $0.0382$ hartree ($0.38$ and $1.04$ eV). The continuum model thus identifies the two triplets, but their shifts and splitting are not small in C60. The level below is at about half the predicted distance from zero. Thirty lattice levels lie below the triplets and hold the 60 electrons, so both triplets are empty in the neutral molecule.

In larger cages the mean triplet energy falls from $0.432\,v/R$ in C60 to $0.114\,v/R$ in C6000. Between C1500 and C6000 it falls from $0.172$ to $0.114\,v/R$, while $v/R$ itself halves. The resulting power is

$$\frac{\ln[(0.1137/0.1718)/2]}{\ln4}=-0.80,$$

in agreement with the estimate $-4/5$. Taken separately, the lower and upper triplets give $-0.75$ and $-0.83$ over this range, because their splitting falls faster than their mean.

The ten states next below the triplets in C6000 average $-1.86\,v/R$, and the ten next above average $2.01\,v/R$. They correspond to the two $j=2$ quintets at each sign of energy. Their mean distance from zero, $1.93\,v/R$, is about 3% below the round-sphere value. Smearing changes nonzero levels, so the polyhedral limit need not equal 2.

The condition in (b) is also visible in diagonalized cages with $(h,k)=(m,0)$. For C180 and C720, where $m=3$ and $6$, the two levels nearest zero are triplets. For C320 and C500, where $m=4$ and $5$, they are quartets. In C500 these lie at $-0.72$ and $1.11\,v/R$, with no pair of triplets near zero.

All numerical values are calculated from the stated model.
